Two current laws for the boundary-driven isotropic Heisenberg chain

DIMENSIONS AND SYMMETRY

A chain of n spins with exchange energy J is driven at its ends by baths of rate γ and dimensionless bias μ. Let j be the number of spin flips carried through it per second, each transporting angular momentum ħ. The only rates available are J/ħ and γ, so

j = (J/ħ) F(ħγ/J, μ, n).

Reflecting the chain exchanges the baths, which reverses both μ and j. Thus F is odd in μ, and for weak bias j = μ(J/ħ)F₁(ħγ/J, n). Neither argument relates F₁ to the value of F at μ = 1. The length dependence must be found separately in the two limits, and it differs.

The model is

H = (J/4) Σₖ σₖ·σₖ₊₁, k = 1,…,n−1
dρ/dt = −(i/ħ)[H,ρ] + Σ_L (LρL† − ½L†Lρ − ½ρL†L).

At site 1 the jump operators L are √(γ(1+μ)/2) σ⁺ and √(γ(1−μ)/2) σ⁻. At site n the two rates are exchanged. Here σ^± = (σˣ ± iσʸ)/2. With m₁ = ⟨σᶻ₁⟩, spin 1 is down with probability (1−m₁)/2 and up with probability (1+m₁)/2. Upward minus downward flips at site 1 give the steady current

j = (γ/2)(μ − m₁).   (1)

A COUNTER-EXAMPLE

Take J = 1 meV and γ = J/ħ = 1519.27 ns⁻¹. These are round model parameters, not those of a material.

For μ → 0 the steady state is ρ = (1+X)/2ⁿ, with X of first order in μ. The unbiased baths leave the identity unchanged. The bias acting on the identity produces γμ(σᶻ₁ − σᶻₙ), so with 𝓛₀ the generator at μ = 0,

𝓛₀X = −γμ(σᶻ₁ − σᶻₙ).

Solving this linear equation gives j/μ = 0.14436 J/ħ for n = 7 and 0.12800 J/ħ for n = 9. The local exponent is

ln(0.14436/0.12800)/ln(9/7) = 0.479.

At μ = 1, with the same J and γ, the current is 0.05518 J/ħ for n = 7 and 0.02714 J/ħ for n = 10. Now

ln(0.05518/0.02714)/ln(10/7) = 1.99.

That chains this short come so close to 1/2 and 2 is special to ħγ/J near 1. At ħγ/J = 0.25 the same two local exponents are 0.23 and 0.81: still different, but far from their long-chain values.

Suppose the weak-drive law n^(−1/2) is extended from n = 9 to n = 100 and then used at μ = 1. It predicts

0.12800 × √(9/100) = 0.0384 J/ħ, or 58.34 ns⁻¹.

The exact solution below gives 0.38038 ns⁻¹. The extension is too large by a factor of 153.

The bias dependence at n = 7 shows the failure of linear scaling directly. The current is 0.01435 J/ħ at μ = 0.1 and 0.07035 J/ħ at μ = 0.8, but only 0.05518 J/ħ at μ = 1. By equation (1), m₁ grows from 0.659 to 0.890 between the last two values. This increase of 0.230, found before rounding m₁, exceeds the increase of 0.2 in μ, so the current drops.

THE CORRECT STATEMENT

For maximal drive, μ = 1, at fixed positive γ and nonzero J,

lim n²j = π²J²/(4ħ²γ) as n → ∞.   (2)

This is proved below. For weak drive about infinite temperature, with μ → 0 taken first, the accepted law is

j ∝ μ n^(−1/2).   (3)

Equation (3) rests on large numerical simulations and is not proved here. It agrees with a scaling argument: if magnetization spreads over n sites in a time proportional to n^z, moving an amount of order μn in that time gives j ∝ μn^(1−z). The value z = 3/2 found in simulations gives (3). No asymptotic law is claimed here for fixed 0 < μ < 1.

PROOF, FIRST PART: THE STEADY STATE

Introduce auxiliary operators with [Sᵃ,Sᵇ] = iε_abc Sᶜ, and set Λₖ = σₖ·S. Let P exchange spins 1 and 2, so that σ₁·σ₂ = 2P − 1. Exchanging the physical spins while keeping the auxiliary order gives PΛ₁Λ₂P = Λ₂Λ₁. Therefore

[P,Λ₁Λ₂] = (Λ₂Λ₁ − Λ₁Λ₂)P
Λ₂Λ₁ − Λ₁Λ₂ = Σ σ₂ᵃσ₁ᵇ[Sᵃ,Sᵇ] = −i(σ₁×σ₂)·S.

To remove P, evaluate [σ₁·σ₂,σ₁] twice. The Pauli algebra gives 2i(σ₁×σ₂), and the exchange operator gives 2(σ₂−σ₁)P. Hence σ₁×σ₂ = i(σ₁−σ₂)P. Since P² = 1, (σ₁×σ₂)P = i(σ₁−σ₂), and

[σ₁·σ₂,Λ₁Λ₂] = 2[P,Λ₁Λ₂] = 2(Λ₁ − Λ₂).   (4)

Define Ωₙ = ⟨0|Λ₁Λ₂…Λₙ|0⟩, an operator on the spins. Let Dₖ be the same expression with Λₖ replaced by the identity. By (4), bond k contributes 2(Dₖ₊₁ − Dₖ). The sum telescopes to 2(Dₙ − D₁), so

[H,Ωₙ] = (J/2)(Ωₙ₋₁⊗1 − 1⊗Ωₙ₋₁).   (5)

Choose the representation

Sᶻ|k⟩ = (p+k)|k⟩
S⁺|k⟩ = −(2p+k)|k+1⟩
S⁻|k⟩ = k|k−1⟩, k = 0,1,2,…

It is valid because [S⁺,S⁻]|k⟩ = [−k(2p+k−1) + (k+1)(2p+k)]|k⟩ = 2(p+k)|k⟩. Since Λ = σᶻSᶻ + σ⁺S⁻ + σ⁻S⁺ and ⟨0|S⁺ = 0, separating site 1 gives

Ωₙ = pσᶻ⊗A + σ⁺⊗B, A = Ωₙ₋₁, B = ⟨1|Λ₂…Λₙ|0⟩.

Try ρ = ΩₙΩₙ†/Zₙ. Because [H,ΩΩ†] = [H,Ω]Ω† − Ω[H,Ω]†, the site-1 term of (5) contributes to dρ/dt, apart from 1/Zₙ,

(iJ/2ħ)(1⊗A)(p*σᶻ⊗A† + σ⁻⊗B†) + h.c.

Its σᶻ⊗AA† coefficient is (J/ħ)Im p, and its σ⁻⊗AB† coefficient is iJ/(2ħ).

For the bath, σᶻσ⁻ = −σ⁻ gives

ΩΩ† = |p|²1⊗AA† − (pσ⁻⊗AB† + h.c.) + σ⁺σ⁻⊗BB†.

The site-1 dissipator maps 1 to γσᶻ, σ⁻ to −(γ/2)σ⁻, and σ⁺σ⁻ to zero. Cancellation requires

(J/ħ)Im p + γ|p|² = 0
iJ/(2ħ) + γp/2 = 0.

Both hold for

p = −iq, q = J/(ħγ).

At site n, S⁻|0⟩ = 0 gives Ωₙ = A⊗pσᶻ + C⊗σ⁻, with C = ⟨0|Λ₁…Λₙ₋₁S⁺|0⟩. The Hamiltonian coefficients of AA†⊗σᶻ and AC†⊗σ⁺ are −(J/ħ)Im p and −iJ/(2ħ). The lowering bath contributes −γ|p|² and −γp/2, and annihilates σ⁻σ⁺. The same p cancels both pairs, so ρ is stationary.

It is also unique. In Ωₙ, the term without auxiliary hops is pⁿσᶻ₁…σᶻₙ. Every other term contains σ⁺ operators balanced by σ⁻ operators further right. It moves up spins to the left and strictly lowers the sum of their positions. Ωₙ is therefore triangular in a suitably ordered basis, with nonzero diagonal, and ρ has full rank.

Let X be an observable with 𝓛†X = 0. Direct expansion gives

𝓛†(X†X) = Σ_L [L,X]†[L,X].

Its expectation in ρ vanishes. Full rank then forces [L,X] = 0, and the same argument for X† gives [L†,X] = 0. Hence [H,X] = 0 too. Commuting with σ₁^± makes X trivial on site 1. The first bond then forces it to commute with every component of σ₂, and so on along the chain. Thus X is a multiple of 1. The generator and its adjoint have kernels of equal dimension, so the steady state is unique.

This also clarifies the crossover. At fixed n the steady-state equations are linear, with coefficients affine in μ. The steady state is also unique for 0 ≤ μ < 1, where both σ⁺ and σ⁻ act at each end. If ρψ = 0 for a steady state ρ, then ⟨ψ|𝓛ρ|ψ⟩ = 0 gives ρσ^±ψ = 0 at both ends, and (𝓛ρ)ψ = 0 then gives ρHψ = 0. The projector on the null space of ρ therefore commutes with σ₁^± and H. By the argument above it is a multiple of 1, so it vanishes, ρ has full rank, and uniqueness follows as before. Uniqueness makes the solution of the linear equations a rational function of μ. Density matrices are bounded, so it has no pole for 0 ≤ μ ≤ 1. The current of a finite chain changes smoothly between the limits; the different powers arise as n grows.

PROOF, SECOND PART: THE CURRENT

In Zₙ = tr ΩₙΩₙ† each site has two auxiliary copies. The traces tr σᶻσᶻ = 2 and tr σ⁺σ⁻ = tr σ⁻σ⁺ = 1, with vanishing cross terms, keep the copies at equal k. Thus Zₙ = ⟨0|Tⁿ|0⟩, where T has

diagonal element 2|p+k|² = 2(k²+q²)
upward hop k → k+1: |2p+k|² = k²+4q²
downward hop k+1 → k: (k+1)².

Only the term |p|²1⊗AA† contributes to the probability that spin 1 is down. This probability is q²Zₙ₋₁/Zₙ, so

j = γq²Zₙ₋₁/Zₙ.   (6)

To bound Zₙ, consider a second hopping matrix R on states m = 0,1,2,…, with upward hop m+1 from m and downward hop m+κ from m+1. Since sec² t = 1 + tan² t, the functions ψₘ = (sec t)^κ (tan t)^m satisfy

dψₘ/dt = κψₘ₊₁ + m(ψₘ₋₁ + ψₘ₊₁) = (m+κ)ψₘ₊₁ + mψₘ₋₁.

This is dψ/dt = Rψ, starting from state 0. Hence ⟨0|exp(tR)|0⟩ = (sec t)^κ.

Compare closed walks of T with those of R²/4. Their weights depend on diagonal elements and on products of opposite hops. On even states m = 2k these are

diagonal: 2k² + κk + κ/4
product: (2k+1)(2k+2)(2k+κ)(2k+κ+1)/16.

For κ ≥ 1 the product is at least (k+1)²(2k+1)(2k+κ)/4, hence at least (k+1)²(k²+κ/4). With κ = max(1,16q²), both quantities are no smaller than those of T. Therefore

Zₙ ≤ (2n)! × coefficient of t²ⁿ in [sec(t/2)]^κ.   (7)

For a lower bound take κ = 1 and odd states m = 2k−1, k ≥ 1. The diagonal is 2k²−k+1/4 and the product is k²(k+½)². Neither exceeds its counterpart in T. Keep only walks of T that leave 0 at once and return at the last step; these two steps give 4q². For R with κ = 1, the first and last steps have product 1, so ⟨1|R²ⁿ⁻⁴|1⟩ = ⟨0|R²ⁿ⁻²|0⟩. For n ≥ 2,

Zₙ ≥ 4q² 4^(−(n−2)) E₂ₙ₋₂,   (8)

where E₂ₙ₋₂ is (2n−2)! times the coefficient of t²ⁿ⁻² in sec t.

The nearest poles of sec t, at ±π/2, make that coefficient asymptotic to (4/π)(2/π)²ⁿ⁻². In (7) the coefficients are positive, so each is at most r^(−2n)[sec(r/2)]^κ for r < π. Choosing r = π(1−1/n) costs only a power of n. Both bounds give

ln Zₙ = ln (2n)! − 2n ln π + O(ln n).   (9)

A ratio needs more than this overall growth. Rescale the basis so that T is symmetric, with off-diagonal elements (k+1)√(k²+4q²). For any finite vector x,

2(k+1)√(k²+4q²)|xₖxₖ₊₁| ≤ (k²+4q²)|xₖ|² + (k+1)²|xₖ₊₁|².

Summing and subtracting from the diagonal part gives ⟨x|T|x⟩ ≥ −2q²⟨x|x⟩. A symmetric operator bounded below has a self-adjoint extension with the same bound. Thus Zₙ is the nth moment of a positive spectral weight on λ ≥ −2q². The part at negative λ contributes at most (2q²)ⁿ, negligible beside (9).

Let Mₙ be the moments of the part at λ ≥ 0. The Cauchy–Schwarz inequality gives Mₙ² ≤ Mₙ₋₁Mₙ₊₁, so rₙ = Mₙ/Mₙ₋₁ does not decrease. Sum ln r over the δn values following n, with 0 < δ < 1. Monotonicity and (9) yield

δn ln rₙ ≤ δn ln[4n²(1+δ)²/π²] + O(ln n).

The δn values ending at n give the reverse inequality with (1−δ)², up to an error o(n). Taking n → ∞ and then δ → 0 gives rₙ/n² → 4/π². The same holds for Zₙ/Zₙ₋₁, and (6) becomes (2).

WHY THE MAXIMALLY DRIVEN CHAIN JAMS

At μ = 1 the left bath can act only when spin 1 is down, and that probability is j/γ. At n = 100 in the example it is 2.504 × 10⁻⁴. The end is almost fully polarized and injection is blocked.

The profile follows from T. Let D and U be its downward and upward hopping parts, W its diagonal, and V = D−U. Inserting σᶻ at site s gives weight +1 to downward and −1 to upward hops, so mₛ = ⟨0|Tˢ⁻¹VTⁿ⁻ˢ|0⟩/Zₙ. The required identity is

[T,[T,V]] = −2(TV+VT) − 8q²V.   (10)

To prove it, use [T,V] = [W,D] − [W,U] + 2[U,D] and sort by the change in k.

Lowering by two: the factor on |k⟩ is k²(k−1)²[2(1−2k)−2(3−2k)] = −4k²(k−1)², the factor of −4D².

Lowering by one: [U,D] has eigenvalue cₖ = −4k³−4q²(2k+1). The left side gives k²[4(1−2k)²+2(cₖ−cₖ₋₁)] = k²(−8k²+8k−4−16q²). The term −2(WD+DW) gives k²(−8k²+8k−4−8q²), and −8q²D supplies the rest.

No change in k: the left side is 3[W,[U,D]] by the Jacobi identity. It vanishes because both operators are diagonal, and the right side has no such part. The raising terms follow by transposition in the symmetric basis, where V changes sign.

Insert (10) into a chain and assume that mₛ approaches a smooth function m(x), x = s/n. The left side becomes m″/n². The first term on the right becomes −4m Zₙ₋₁/Zₙ = −π²m/n², and the last is of order n⁻⁴. Hence m″ = −π²m. The blocked ends give m(0) = 1 and m(1) = −1. Reflection combined with spin reversal makes m odd about the centre and excludes sin πx, leaving

m(x) = cos πx.

At n = 200 and γ = J/ħ the largest deviation of the exact profile from this cosine, taken at site centres x = (s−½)/n, is 0.0030; with x = s/n it is 0.0093. A weak bath needs a longer chain: at ħγ/J = 0.05 the deviation is 0.047.

READING THE NUMBERS AND THEIR LIMITS

For γ = J/ħ, equation (2) predicts n²j → π²/4 = 2.4674 J/ħ. The exact values are 2.7144 at n = 10, 2.5037 at n = 100 and 2.4766 at n = 400, in the same unit. At n = 400, changing ħγ/J to 0.25 or 4 leaves n²j within 0.4% of its own limit. A stronger bath therefore lowers the long-chain current as 1/γ. A weak bath requires a longer chain before (2) applies: since j cannot exceed γ, the asymptotic expression is impossible for n < πJ/(2ħγ) when J > 0. This length is necessary, not sufficient: at ħγ/J = 0.01 it is 157, while n²j still differs from its limit by more than 10% at n = 625.

The weak-drive numbers deserve less confidence as an asymptotic result. The local exponent changes from 0.486 between n = 5 and 7 to 0.479 between n = 7 and 9, slightly away from 1/2. Part of the bias is lost at the contacts: equation (1) gives m₁ = μ−2j/γ. Dividing j by the internal difference m₁−mₙ = 2m₁ and counting length in bonds gives 0.575 between 6 and 8 bonds. These values surround 1/2 but do not establish it. They also depend on the bath rate: at ħγ/J = 0.25 the exponent between n = 7 and 9 is 0.226 and the contact-corrected one is 0.801.

As a control, removing the σᶻσᶻ coupling gives the XX chain. For n = 3 and 6, and ħγ/J = 0.5 and 1, its computed weak-drive current agrees with μ/[2(1/γ+γħ²/J²)] to within 10⁻⁵ μJ/ħ. It shows no decay between these lengths, so the decay in the isotropic chain is not produced by the baths alone.

For J = 1 meV, J/k_B is 11.605 K. Reading the unbiased state as thermal requires a temperature well above this. At maximal drive each bath flips its spin in one direction only, whereas a reservoir at finite temperature also causes reverse flips. The model also omits dephasing and spin loss inside the chain. The two laws are statements about this idealized chain; the numerical output gives the remaining values.

Values computed for the example and the checks

```
exchange J = 1.000 meV
J/k_B = 11.605 K
bath rate gamma = J/hbar = 1519.27 1/ns
largest error of exact density matrix, n=4: 1.3e-11
largest relative error of exact current, n=2..6: 5.5e-09
weak drive, j/mu in units of J/hbar, and m_1/mu:
  n=3: j/mu = 0.22222, m_1/mu = 0.55556
  n=4: j/mu = 0.19011, m_1/mu = 0.61978
  n=5: j/mu = 0.17000, m_1/mu = 0.66000
  n=6: j/mu = 0.15548, m_1/mu = 0.68904
  n=7: j/mu = 0.14436, m_1/mu = 0.71127
  n=8: j/mu = 0.13542, m_1/mu = 0.72916
  n=9: j/mu = 0.12800, m_1/mu = 0.74400
XX control, j/mu at n=6: 0.25000 J/hbar
weak-drive exponent, n=5 to 7: 0.486
weak-drive exponent, n=7 to 9: 0.479
same, contact drop removed, 6 to 8 bonds: 0.575
maximal-drive exponent, n=7 to 9: 1.976
maximal-drive exponent, n=200 to 400: 2.0053
current against drive, n=7, units of J/hbar:
  mu=0.1: j = 0.01435
  mu=0.5: j = 0.06119
  mu=0.8: j = 0.07035
  mu=0.9: j = 0.06542
  mu=1.0: j = 0.05518
maximal drive, gamma = J/hbar:
  n=10: j = 41.23901 1/ns, n^2 j = 2.7144 J/hbar
  n=50: j = 1.54261 1/ns, n^2 j = 2.5384 J/hbar
  n=100: j = 0.38038 1/ns, n^2 j = 2.5037 J/hbar
  n=200: j = 0.09441 1/ns, n^2 j = 2.4857 J/hbar
  n=400: j = 0.02352 1/ns, n^2 j = 2.4766 J/hbar
limit of n^2 j: pi^2/4 = 2.4674 J/hbar
n^2 j over its limit, n=400, hbar gamma/J=0.25: 1.0033
n^2 j over its limit, n=400, hbar gamma/J=1.0: 1.0037
n^2 j over its limit, n=400, hbar gamma/J=4.0: 1.0038
probability that spin 1 is down, n=100, mu=1: 2.504e-04
largest profile deviation from cosine, n=200: 0.0030
weak law extended to n=100, mu=1 (wrong): 58.34 1/ns
overestimate by that extension: factor 153
```
